# Thermal freezing of flip-flops in an electron-spin bath at 240 GHz: a numerical check

```python
"""
Result under test: in a thermal bath of spin-1/2 electrons with Zeeman
splitting h*nu, the mean flip-flop rate per pair is
    R(T) = (W/2) * sech(x)**2,   x = h*nu/(2*k*T),
where W is the temperature-independent hop rate of an antiparallel pair.
The rate falls to a fraction f of its high-temperature value at
    T_f = h*nu / (2*k*arccosh(1/sqrt(f))).
Symbols: J flip-flop matrix element, delta pair detuning, gamma dephasing
rate of the pair, sigma Gaussian width of delta (all angular frequencies);
s = sech(x)**2; tau = half of the total Hahn echo time.
"""
import itertools
import numpy as np
from scipy import constants as const
from scipy.linalg import expm
from scipy.optimize import brentq

h, k, hbar = const.h, const.k, const.hbar
mu_B = const.physical_constants["Bohr magneton"][0]
g_e = abs(const.physical_constants["electron g factor"][0])
nu = 240e9
fraction = 0.01
rng = np.random.default_rng(7)


def suppression(T, freq=nu):
    return 1 / np.cosh(h * freq / (2 * k * T))**2


def threshold_temperature(f, freq=nu):
    return h * freq / (2 * k * np.arccosh(1 / np.sqrt(f)))


def boltzmann(T, freq=nu):
    """Populations of the upper and lower Zeeman level."""
    weight = np.exp(-h * freq / (k * T))
    return weight / (1 + weight), 1 / (1 + weight)


sx = np.array([[0, 1], [1, 0]], complex) / 2
sy = np.array([[0, -1j], [1j, 0]]) / 2
sz = np.diag([0.5, -0.5]).astype(complex)


def site_operator(op, site, n):
    out = np.eye(1)
    for j in range(n):
        out = np.kron(out, op if j == site else np.eye(2))
    return out


# Test: flip-flop strength in the full Gibbs state of five coupled spins
n_spins = 5
X, Y, Z = [[site_operator(o, j, n_spins) for j in range(n_spins)]
           for o in (sx, sy, sz)]
H_bath = nu * sum(Z)
V = np.zeros_like(H_bath)
sum_J2 = 0.0
for i, j in itertools.combinations(range(n_spins), 2):
    b = rng.uniform(0.1e6, 3e6)
    flip_flop = -0.5 * b * (X[i] @ X[j] + Y[i] @ Y[j])
    V = V + flip_flop
    H_bath = H_bath + b * Z[i] @ Z[j] + flip_flop
    sum_J2 += (b / 4)**2
energies, states = np.linalg.eigh(H_bath)
V2_diag = np.real(np.diag(states.conj().T @ V @ V @ states))
gibbs_ratio = {}
for T in (20.0, 5.0, 2.0):
    p = np.exp(-h * (energies - energies.min()) / (k * T))
    p /= p.sum()
    gibbs_ratio[T] = (p @ V2_diag) / (0.5 * sum_J2)
    # tolerance: dipolar energy over kT, neglected in the formula
    assert abs(gibbs_ratio[T] / suppression(T) - 1) < 2e-3

# Test: threshold temperatures from Boltzmann populations by root search
T_f = threshold_temperature(fraction)
T_half = threshold_temperature(0.5)
for f, T_formula in ((fraction, T_f), (0.5, T_half)):
    T_root = brentq(lambda T: 4 * np.prod(boltzmann(T)) - f, 0.5, 100)
    assert abs(T_root / T_formula - 1) < 1e-8
cold_limit = 4 * np.exp(-h * nu / (k * T_f))
assert abs(cold_limit / fraction - 1) < 0.01
assert abs(suppression(3000.0) - 1) < 1e-4

# Test: J from the complete dipolar tensor, pair axis perpendicular to field
distance = 10e-9
D = const.mu_0 * (g_e * mu_B)**2 / (4 * np.pi * distance**3) / hbar
J = D / 4
S1 = [site_operator(o, 0, 2) for o in (sx, sy, sz)]
S2 = [site_operator(o, 1, 2) for o in (sx, sy, sz)]
dot = sum(a @ b for a, b in zip(S1, S2))
H_pair = nu * (S1[2] + S2[2]) + D / (2 * np.pi) * (dot - 3 * S1[0] @ S2[0])
levels = np.linalg.eigvalsh(H_pair)
J_from_levels = np.pi * (levels[2] - levels[1])
assert abs(J_from_levels / J - 1) < 1e-4

# Test: hop rate from decay eigenvalues of the damped antiparallel pair
sigma = 2 * np.pi * 5e6
gamma = 2 * np.pi * 0.1e6
W = np.sqrt(2 * np.pi) * J**2 / sigma


def numerical_hop_rate(delta):
    """Half the slowest decay rate of the Bloch vector of the pair."""
    M = np.zeros((len(delta), 3, 3))
    M[:, 0, 0] = M[:, 1, 1] = -gamma
    M[:, 0, 1], M[:, 1, 0] = -delta, delta
    M[:, 1, 2], M[:, 2, 1] = -2 * J, 2 * J
    return 0.5 * np.min(-np.linalg.eigvals(M).real, axis=1)


some_delta = np.array([0.0, 1.0, 3.0]) * gamma
lorentz = 2 * J**2 * gamma / (gamma**2 + some_delta**2)
# tolerance: next order in (J/gamma)**2, at most about 4*(J/gamma)**2
assert np.allclose(numerical_hop_rate(some_delta), lorentz,
                   rtol=6 * (J / gamma)**2)
grid = np.linspace(-6 * sigma, 6 * sigma, 12001)
density = np.exp(-grid**2 / (2 * sigma**2)) / (sigma * np.sqrt(2 * np.pi))
W_numeric = np.sum(density * numerical_hop_rate(grid)) * (grid[1] - grid[0])
# tolerance: corrections of order gamma/sigma and (J/gamma)**2
assert abs(W_numeric / W - 1) < 0.03

# Test: variance of the dipolar local field, summed over configurations
field_b = rng.uniform(0.5, 2.0, 6)


def field_variance(populations):
    mean = square = 0.0
    for config in itertools.product((0, 1), repeat=6):
        prob = np.prod([populations[c] for c in config])
        local = np.dot(field_b, [0.5 - c for c in config])
        mean += prob * local
        square += prob * local**2
    return square - mean**2


variance_ratio = field_variance(boltzmann(5.0)) / field_variance((0.5, 0.5))
assert abs(variance_ratio / suppression(5.0) - 1) < 1e-9


# Test: Hahn echo of a central spin coupled to one thermal pair
def pair_echo_loss(Jp, delta, A, tau):
    """1 - L for an antiparallel pair; A is the difference of couplings."""
    om_p = np.sqrt(4 * Jp**2 + (delta + A / 2)**2)
    om_m = np.sqrt(4 * Jp**2 + (delta - A / 2)**2)
    cross = 2 * Jp * A / (om_p * om_m)
    return 2 * (np.sin(om_p * tau / 2) * np.sin(om_m * tau / 2) * cross)**2


C, I1, I2 = [[site_operator(o, j, 3) for o in (sx, sy, sz)]
             for j in range(3)]
A1, A2, Jt, dt, zz, tau_test = 2.3, 0.6, 0.7, 0.4, 1.1, 1.9
H_echo = (C[2] @ (A1 * I1[2] + A2 * I2[2]) + dt / 2 * (I1[2] - I2[2])
          + 2 * Jt * (I1[0] @ I2[0] + I1[1] @ I2[1]) + zz * I1[2] @ I2[2])
U = expm(-1j * H_echo * tau_test)
sequence = U @ (2 * C[0]) @ U
echo_check = []
for T in (50.0, 6.0, 2.0):
    rho_bath = np.diag(boltzmann(T))
    rho = np.kron(np.full((2, 2), 0.5), np.kron(rho_bath, rho_bath))
    echo = np.trace(sequence @ rho @ sequence.conj().T @ (2 * C[0])).real
    loss = pair_echo_loss(Jt, dt, A1 - A2, tau_test)
    predicted = 1 - 0.5 * suppression(T) * loss
    assert abs(echo - predicted) < 1e-10
    echo_check.append(echo)
assert echo_check[0] < 0.99  # the pair really dephases the central spin

# Test: echo exponent and echo time for many weakly contributing pairs
n_pairs = 200000
J_set = rng.uniform(0.5, 1.5, n_pairs)
A_set = rng.uniform(0.5, 1.5, n_pairs)
d_set = rng.uniform(-1.0, 1.0, n_pairs)


def exponent(tau, s):
    loss = pair_echo_loss(J_set, d_set, A_set, tau)
    return -np.sum(np.log1p(-0.5 * s * loss))


s_f = suppression(T_f)
tau_hot = brentq(lambda t: exponent(t, 1.0) - 1, 1e-3, 0.5)
tau_cold = brentq(lambda t: exponent(t, s_f) - 1, 1e-3, 0.5)
exponent_ratio = exponent(tau_cold, s_f) / exponent(tau_cold, 1.0)
assert abs(exponent_ratio / s_f - 1) < 1e-2
gain_numeric = tau_cold / tau_hot
gain_n4 = s_f**(-0.25)
# tolerance: terms beyond tau**4 at the longer echo time
assert abs(gain_numeric / gain_n4 - 1) < 0.03

two_pi = 2 * np.pi
print(f"Zeeman frequency: {nu/1e9:.0f} GHz")
print(f"Magnetic field for free-electron g: {h*nu/(g_e*mu_B):.3f} T")
print(f"Zeeman temperature h nu/k: {h*nu/k:.3f} K")
for T in (300.0, 20.0, 10.0, 5.0, 4.0, 2.0, 1.5):
    P = np.tanh(h * nu / (2 * k * T))
    print(f"T = {T:5.1f} K: P = {P:.5f}, s = {suppression(T):.5f}")
for T, ratio in gibbs_ratio.items():
    print(f"Five-spin Gibbs ratio at {T:.0f} K: {ratio:.5f}")
print(f"Freezing criterion f: {fraction:.2f}")
print(f"arccosh(1/sqrt(f)): {np.arccosh(1/np.sqrt(fraction)):.4f}")
print(f"Half-rate temperature: {T_half:.3f} K")
print(f"Freezing temperature T_f: {T_f:.3f} K")
print(f"Freezing temperature T_f: {1e3*T_f:.0f} mK")
print(f"Polarization at T_f: {np.tanh(h*nu/(2*k*T_f)):.5f}")
print(f"Upper-level population at T_f: {boltzmann(T_f)[0]:.5f}")
print(f"Cold-limit formula for s at T_f: {cold_limit:.5f}")
T_x = threshold_temperature(fraction, 9.5e9)
print(f"Freezing temperature at 9.5 GHz: {1e3*T_x:.1f} mK")
print(f"Pair distance: {distance*1e9:.0f} nm")
print(f"Dipolar constant D/2pi: {D/two_pi/1e3:.2f} kHz")
print(f"Flip-flop element J/2pi: {J/two_pi/1e3:.2f} kHz")
print(f"J/2pi from full diagonalization: {J_from_levels/two_pi/1e3:.2f} kHz")
print(f"Detuning width sigma/2pi: {sigma/two_pi/1e6:.1f} MHz")
print(f"Pair dephasing gamma/2pi: {gamma/two_pi/1e6:.1f} MHz")
print(f"Hop rate W, formula: {W:.1f} 1/s")
print(f"Hop rate W, damped-pair average: {W_numeric:.1f} 1/s")
print(f"Mean pair rate R, high temperature: {W/2:.1f} 1/s")
print(f"Mean pair rate R at T_f: {W/2*s_f:.2f} 1/s")
print(f"Local-field variance ratio at 5 K: {variance_ratio:.5f}")
for T, echo in zip((50, 6, 2), echo_check):
    print(f"Three-spin echo amplitude at {T} K: {echo:.5f}")
print(f"Echo exponent ratio at T_f, many pairs: {exponent_ratio:.5f}")
print(f"Echo-time gain at T_f for n = 1: {1/s_f:.1f}")
print(f"Echo-time gain at T_f for n = 4: {gain_n4:.3f}")
print(f"Echo-time gain, many-pair numerics: {gain_numeric:.3f}")
print("verified")
```

Running it gives:

```
Zeeman frequency: 240 GHz
Magnetic field for free-electron g: 8.564 T
Zeeman temperature h nu/k: 11.518 K
T = 300.0 K: P = 0.01919, s = 0.99963
T =  20.0 K: P = 0.28025, s = 0.92146
T =  10.0 K: P = 0.51969, s = 0.72993
T =   5.0 K: P = 0.81836, s = 0.33029
T =   4.0 K: P = 0.89365, s = 0.20139
T =   2.0 K: P = 0.99371, s = 0.01254
T =   1.5 K: P = 0.99908, s = 0.00185
Five-spin Gibbs ratio at 20 K: 0.92146
Five-spin Gibbs ratio at 5 K: 0.33031
Five-spin Gibbs ratio at 2 K: 0.01254
Freezing criterion f: 0.01
arccosh(1/sqrt(f)): 2.9932
Half-rate temperature: 6.534 K
Freezing temperature T_f: 1.924 K
Freezing temperature T_f: 1924 mK
Polarization at T_f: 0.99499
Upper-level population at T_f: 0.00251
Cold-limit formula for s at T_f: 0.01005
Freezing temperature at 9.5 GHz: 76.2 mK
Pair distance: 10 nm
Dipolar constant D/2pi: 52.04 kHz
Flip-flop element J/2pi: 13.01 kHz
J/2pi from full diagonalization: 13.01 kHz
Detuning width sigma/2pi: 5.0 MHz
Pair dephasing gamma/2pi: 0.1 MHz
Hop rate W, formula: 533.2 1/s
Hop rate W, damped-pair average: 534.9 1/s
Mean pair rate R, high temperature: 266.6 1/s
Mean pair rate R at T_f: 2.67 1/s
Local-field variance ratio at 5 K: 0.33029
Three-spin echo amplitude at 50 K: 0.31968
Three-spin echo amplitude at 6 K: 0.69243
Three-spin echo amplitude at 2 K: 0.99136
Echo exponent ratio at T_f, many pairs: 0.01000
Echo-time gain at T_f for n = 1: 100.0
Echo-time gain at T_f for n = 4: 3.162
Echo-time gain, many-pair numerics: 3.194
verified
```
